**Optical theorem for a Dirac particle in a central potential**

For a short-range central potential, the program tests σ_el + σ_abs = (4π/k) Im f(0), where k is the wave number and F = f + i g σ·n is the 2×2 scattering amplitude, with n normal to the scattering plane. It integrates the radial Dirac equations for a real and an absorptive Gaussian well and compares the angular integral of |f|² + |g|², plus the absorbed volume integral, with the forward amplitude. It also asserts that the incident, scattered and interference fluxes of the full four-component field balance on spheres of two radii, for a tilted spin. Further assertions cover the decay of the g contribution to the leading large-distance interference, the forward matrices allowed by rotation and reflection, a parity-breaking counterexample and the first Born limit. The output gives total cross sections of 20.327/m² for the real well and 22.904/m² for the absorptive one, each equal to the forward value to the printed digits. The flip amplitude g is zero at zero angle, yet it supplies 0.494/m² of the total for the real well.

## Numerical check

```python
"""
Optical theorem for Dirac scattering by a short-range central potential.
Result under test (hbar = c = 1):
    sigma_el + sigma_abs = (4 pi / k) Im f(0),   g(0) = 0,
where the 2x2 amplitude is F = f(theta) + i g(theta) sigma.n, n = z x r / sin(theta),
and the scattered wave is u(r_hat, F chi) exp(ikr)/r with
u(k_hat, eta) = (eta, lam sigma.k_hat eta), lam = k/(E+m).
Potential: V(r) = -strength * exp(-(r/a)^2); a positive imaginary part of
strength absorbs. kappa = -(l+1) for j = l+1/2 and kappa = l for j = l-1/2.
T[kappa] = (S-1)/2 is the coefficient of the outgoing Hankel wave.
Lengths are in 1/m, energies in m.
"""
import numpy as np
from numpy.polynomial.legendre import legval, legder, leggauss
from scipy.integrate import solve_ivp
from scipy.special import spherical_jn, spherical_yn
from scipy import constants

m, E, a = 1.0, 2.0, 1.5
k = np.sqrt(E**2 - m**2)
lam = k / (E + m)
R = 6 * a                      # potential is negligible beyond R
LMAX = 16
ONE = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.array([[1, 0], [0, -1]], dtype=complex)


def hankel(l, x):
    return spherical_jn(l, x) + 1j * spherical_yn(l, x)


def orbital(kappa):
    return kappa if kappa > 0 else -kappa - 1


def channels(lmax):
    return [-(l + 1) for l in range(lmax + 1)] + list(range(1, lmax + 1))


def solve_channel(kappa, strength):
    """Integrate the radial Dirac equations; return T and the absorbed integral."""
    n, sgn, l = abs(kappa), int(np.sign(kappa)), orbital(kappa)

    def rhs(r, y):
        # true radial functions are (r/R)^n times p and q
        p, q = y[0], y[1]
        v = -strength * np.exp(-(r / a)**2)
        loss = -v.imag * (r / R)**(2 * n) * (abs(p)**2 + abs(q)**2)
        return np.array([-(kappa + n) / r * p + (E + m - v) * q,
                         (kappa - n) / r * q - (E - m - v) * p, loss])

    r0, v0 = 1e-3, -strength
    if kappa < 0:
        start = [1.0, -(E - m - v0) * r0 / (2 * n + 1), 0.0]
    else:
        start = [(E + m - v0) * r0 / (2 * n + 1), 1.0, 0.0]
    sol = solve_ivp(rhs, (r0, R), np.array(start, dtype=complex),
                    method="DOP853", rtol=1e-10, atol=1e-14)
    assert sol.success
    P, Q, loss = sol.y[:, -1]
    x, lbar = k * R, l - sgn
    j, jb = spherical_jn(l, x), spherical_jn(lbar, x)
    h, hb = hankel(l, x), hankel(lbar, x)
    T = (Q * j - P * sgn * lam * jb) / (P * sgn * lam * hb - Q * h)
    # normalise with whichever component is larger at R
    if abs(P) > abs(Q):
        norm = P / (R * (j + T * h))
    else:
        norm = Q / (R * sgn * lam * (jb + T * hb))
    return T, loss.real / abs(norm)**2


def scatter(strength):
    T, absorbed = {}, 0.0
    for kappa in channels(LMAX):
        T[kappa], loss = solve_channel(kappa, complex(strength))
        absorbed += 4 * np.pi / lam * abs(kappa) * loss
    return T, absorbed


def amplitudes(T, mu):
    cf = np.zeros(LMAX + 1, dtype=complex)
    cg = np.zeros(LMAX + 1, dtype=complex)
    for kappa, t in T.items():
        cf[orbital(kappa)] += abs(kappa) * t / (1j * k)
        cg[orbital(kappa)] += -np.sign(kappa) * t / (1j * k)
    cg[0] = 0                  # P_0 has no derivative
    return legval(mu, cf), np.sqrt(1 - mu**2) * legval(mu, legder(cg))


# ---- full four-component fields on a sphere ----
mu, wmu = leggauss(90)
phi = 2 * np.pi * np.arange(8) / 8
weight = wmu[:, None] * (2 * np.pi / 8) * np.ones(8)
sin4 = np.sqrt(1 - mu**2)[:, None, None, None]
cph, sph = np.cos(phi)[None, :, None, None], np.sin(phi)[None, :, None, None]
sigma_r = mu[:, None, None, None] * SZ + sin4 * (cph * SX + sph * SY)
sigma_phi = -sph * SX + cph * SY + 0 * sin4
chi = np.array([np.cos(0.4), np.exp(0.7j) * np.sin(0.4)])   # tilted spin


def act(matrix, spinor):
    return np.einsum("...ij,...j->...i", matrix, spinor)


def wave_sum(r, coeff, radial):
    upper = np.zeros((len(mu), 8, 2), dtype=complex)
    lower = np.zeros_like(upper)
    flipped = act(sigma_phi, chi + 0 * upper)
    for kappa, t in coeff.items():
        l, sgn = orbital(kappa), int(np.sign(kappa))
        unit = np.zeros(l + 1)
        unit[l] = 1
        pl = legval(mu, unit)[:, None, None]
        dpl = (legval(mu, legder(unit)) * np.sqrt(1 - mu**2))[:, None, None]
        ang = abs(kappa) * pl * chi - sgn * 1j * dpl * flipped
        upper += 1j**l * t * radial(l, k * r) * ang
        lower += (-1j * 1j**l * t * sgn * lam
                  * radial(l - sgn, k * r) * act(sigma_r, ang))
    return upper, lower


def plane_wave(r):
    phase = np.exp(1j * k * r * mu)[:, None, None] * np.ones((1, 8, 1))
    return phase * chi, phase * (lam * SZ @ chi)


def flux(r, A, B):
    """Real part of the surface integral of A^dagger alpha_r B."""
    dens = (np.sum(A[0].conj() * act(sigma_r, B[1]), axis=-1)
            + np.sum(A[1].conj() * act(sigma_r, B[0]), axis=-1))
    return r**2 * np.sum(weight * dens).real


# The partial-wave spinors must rebuild the free plane wave.
rebuilt = wave_sum(3.0, {q: 1.0 for q in channels(30)}, spherical_jn)
for got, want in zip(rebuilt, plane_wave(3.0)):
    assert np.max(abs(got - want)) < 1e-10

print(f"energy E = {E:.1f} m, wave number k = {k:.6f} m, lam = {lam:.6f}")
print(f"range a = {a:.1f} /m, matching radius R = {R:.1f} /m, l up to {LMAX}")
barn = (constants.hbar / (constants.m_e * constants.c))**2 / 1e-28
results = {}
for name, strength in (("real", 0.8), ("absorptive", 0.8 + 0.2j)):
    T, sigma_abs = scatter(strength)
    results[name] = T
    f, g = amplitudes(T, mu)
    part_f = 2 * np.pi * np.sum(wmu * abs(f)**2)
    part_g = 2 * np.pi * np.sum(wmu * abs(g)**2)
    sigma_el = part_f + part_g
    f0 = amplitudes(T, np.array([1.0]))[0][0]
    optical = 4 * np.pi / k * f0.imag
    total = sigma_el + sigma_abs
    assert abs(total / optical - 1) < 1e-6
    assert part_g / optical > 1e-4      # leaving out |g|^2 would break the balance
    print(f"[{name}] strength = {complex(strength):.1f} m")
    print(f"  f(0) = {f0.real:.6f} {f0.imag:+.6f} i  (1/m)")
    print(f"  integral |f|^2 = {part_f:.6f}, |g|^2 = {part_g:.6f} (1/m^2)")
    print(f"  sigma_el = {sigma_el:.6f}, sigma_abs = {sigma_abs:.6f} (1/m^2)")
    print(f"  sum = {total:.6f}, (4 pi/k) Im f(0) = {optical:.6f} (1/m^2)")
    print(f"  total for the electron mass = {total * barn:.1f} barn")
    for r in (10.0, 14.0):
        inc, sca = plane_wave(r), wave_sum(r, T, hankel)
        F_inc, F_sca = flux(r, inc, inc), flux(r, sca, sca)
        F_int = 2 * flux(r, inc, sca)
        assert abs(F_inc) < 1e-8
        assert abs(F_sca / (2 * lam * sigma_el) - 1) < 1e-6
        assert abs(F_int / (-8 * np.pi * lam / k * f0.imag) - 1) < 1e-6
        assert abs(F_inc + F_sca + F_int + 2 * lam * sigma_abs) < 1e-5
        print(f"  r = {r:.0f} /m: flux scattered {F_sca:.6f}, interference "
              f"{F_int:.6f}, net {F_inc + F_sca + F_int + 0.0:.6f} (1/m^2)")

# ---- phase shifts and the small-angle behaviour, real potential ----
T = results["real"]
for kappa in (-1, 1, -2, 2, -3):
    S = 1 + 2 * T[kappa]
    assert abs(abs(S) - 1) < 1e-8
    print(f"kappa = {kappa:+d}, l = {orbital(kappa)}: "
          f"phase shift {np.angle(S) / 2:.6f} rad (mod pi)")
for deg in (0, 1, 10, 60):
    f, g = amplitudes(T, np.array([np.cos(np.radians(deg))]))
    print(f"theta = {deg:2d} deg: |f| = {abs(f[0]):.6f}, |g| = {abs(g[0]):.6f} (1/m)")

# ---- leading large-r form: the g part of the interference dies as 1/r ----
node, wnode = leggauss(30)
edges = np.linspace(-1, 1, 121)
half = (edges[1] - edges[0]) / 2
fine = ((edges[:-1] + half)[:, None] + half * node).ravel()
wfine = np.tile(half * wnode, 120)
f, g = amplitudes(T, fine)
f0 = amplitudes(T, np.array([1.0]))[0][0]
limit = -8 * np.pi * lam / k * f0.imag
g_size = []
for cycles in (60, 600):
    kr = cycles * np.pi
    pre = 4 * np.pi * lam * kr / k
    osc = wfine * np.exp(1j * kr * (1 - fine))
    from_f = pre * np.sum(osc * (1 + fine) * f)
    from_g = -pre * np.sum(osc * np.sqrt(1 - fine**2) * g)
    g_size.append(abs(from_g))
    print(f"kr = {cycles} pi: interference from f {from_f.real:.6f}, "
          f"from g {from_g.real:.6f}, limit {limit:.6f} (1/m^2)")
assert abs((from_f + from_g).real / limit - 1) < 0.02
assert g_size[1] < 0.15 * g_size[0]

# ---- symmetry: which forward matrices are allowed? ----
def commutator_map(M):
    return np.kron(M, ONE) - np.kron(ONE, M.T)

rot_only = 4 - np.linalg.matrix_rank(commutator_map(SZ))
both = 4 - np.linalg.matrix_rank(np.vstack([commutator_map(SZ), commutator_map(SY)]))
assert rot_only == 2 and both == 1
print(f"free parameters of F(0): rotation {rot_only}, with reflection {both}")
# A parity-breaking gamma5 potential gives a forward sigma_z term.
gamma5 = np.kron(SX, ONE)
u_forward = np.vstack([ONE, lam * SZ])
odd = u_forward.conj().T @ gamma5 @ u_forward
b_odd = np.trace(SZ @ odd).real / 2
assert np.allclose(odd, 2 * lam * SZ)
print(f"gamma5 potential: forward sigma_z coefficient {b_odd:.6f} (spin factor)")

# ---- weak potential against the first Born amplitude ----
weak = 1e-3
Tw, _ = scatter(weak)

def born(x):
    q2 = 2 * k**2 * (1 - x)
    vq = -weak * np.pi**1.5 * a**3 * np.exp(-q2 * a**2 / 4)
    pre = (E + m) * vq / (4 * np.pi)
    return -pre * (1 + lam**2 * x), pre * lam**2 * np.sqrt(1 - x**2)

x60 = np.array([0.5])
fw, gw = amplitudes(Tw, x60)
fb, gb = born(x60)
assert abs(fw[0] / fb[0] - 1) < 1e-2 and abs(gw[0] / gb[0] - 1) < 1e-2
fB, gB = born(mu)
second_order = k / (4 * np.pi) * 2 * np.pi * np.sum(wmu * (fB**2 + gB**2))
im_f0 = amplitudes(Tw, np.array([1.0]))[0][0].imag
assert abs(im_f0 / second_order - 1) < 1e-2
print(f"weak strength {weak:.0e} m, 60 deg: f = {fw[0].real:.5e}, Born {fb[0]:.5e} (1/m)")
print(f"weak strength {weak:.0e} m, 60 deg: g = {gw[0].real:.5e}, Born {gb[0]:.5e} (1/m)")
print(f"weak Im f(0) = {im_f0:.5e}, k sigma_Born/(4 pi) = {second_order:.5e} (1/m)")

print("done: every assertion held")
```

Output:

```
energy E = 2.0 m, wave number k = 1.732051 m, lam = 0.577350
range a = 1.5 /m, matching radius R = 9.0 /m, l up to 16
[real] strength = 0.8+0.0j m
  f(0) = 3.920224 +2.801724 i  (1/m)
  integral |f|^2 = 19.833388, |g|^2 = 0.493670 (1/m^2)
  sigma_el = 20.327058, sigma_abs = 0.000000 (1/m^2)
  sum = 20.327058, (4 pi/k) Im f(0) = 20.327058 (1/m^2)
  total for the electron mass = 30311.5 barn
  r = 10 /m: flux scattered 23.471665, interference -23.471665, net -0.000000 (1/m^2)
  r = 14 /m: flux scattered 23.471665, interference -23.471665, net -0.000000 (1/m^2)
[absorptive] strength = 0.8+0.2j m
  f(0) = 2.900436 +3.156962 i  (1/m)
  integral |f|^2 = 14.039742, |g|^2 = 0.289846 (1/m^2)
  sigma_el = 14.329588, sigma_abs = 8.574795 (1/m^2)
  sum = 22.904383, (4 pi/k) Im f(0) = 22.904383 (1/m^2)
  total for the electron mass = 34154.8 barn
  r = 10 /m: flux scattered 16.546383, interference -26.447704, net -9.901321 (1/m^2)
  r = 14 /m: flux scattered 16.546383, interference -26.447704, net -9.901321 (1/m^2)
kappa = -1, l = 0: phase shift 1.127548 rad (mod pi)
kappa = +1, l = 1: phase shift 1.051526 rad (mod pi)
kappa = -2, l = 1: phase shift 0.885277 rad (mod pi)
kappa = +2, l = 2: phase shift 0.721691 rad (mod pi)
kappa = -3, l = 2: phase shift 0.497259 rad (mod pi)
theta =  0 deg: |f| = 4.818486, |g| = 0.000000 (1/m)
theta =  1 deg: |f| = 4.815713, |g| = 0.022353 (1/m)
theta = 10 deg: |f| = 4.549448, |g| = 0.211382 (1/m)
theta = 60 deg: |f| = 0.797870, |g| = 0.239186 (1/m)
kr = 60 pi: interference from f -22.573423, from g -0.049204, limit -23.471665 (1/m^2)
kr = 600 pi: interference from f -23.382116, from g -0.004859, limit -23.471665 (1/m^2)
free parameters of F(0): rotation 2, with reflection 1
gamma5 potential: forward sigma_z coefficient 1.154701 (spin factor)
weak strength 1e-03 m, 60 deg: f = 9.68256e-04, Born 9.68244e-04 (1/m)
weak strength 1e-03 m, 60 deg: g = -2.39648e-04, Born -2.39578e-04 (1/m)
weak Im f(0) = 4.33766e-06, k sigma_Born/(4 pi) = 4.33611e-06 (1/m)
done: every assertion held
```
